Lloyd's formula, Friedel sum and Levinson counting for one chain impurity

Consider a chain of sites n with one orbital each, unit spacing and nearest-neighbour hopping, and let one site carry an extra energy V:

H₀ = −t Σₙ ( |n⟩⟨n+1| + |n+1⟩⟨n| ), t > 0,
H = H₀ + V |0⟩⟨0|, V real and nonzero.

The clean chain has plane waves of energy E = −2t cos k, so its band runs from −2t to 2t. Electrons do not interact, V is a given number, and all counts are per spin unless both spins are named. The Green function of the clean chain between site 0 and site m is

G_m(z) = ⟨m|(z − H₀)⁻¹|0⟩, G(z) = G₀(z), z = E + iη, η > 0.

The quantity sought is ΔN(E), the change in the number of states below E when V is switched on. On a ring of L sites this number is an integer that jumps at every level, so at energies inside the band, where the levels become dense, it generally keeps switching between two integers as L grows. At special energies it can stay on one integer, for example on 0 at E = 0 for V = 1.5t, but that integer carries no measure of the strength of V. A smoothed count has a limit at every energy. Replace the step function of each level E_j by

θ_η(E − E_j) = 1/2 + (1/π) arctan[(E − E_j)/η].

The number z − E_j lies in the upper half plane and has the argument π/2 − arctan[(E − E_j)/η]. Therefore

θ_η(E − E_j) = 1 − (1/π) arg(z − E_j).

Sum this over the levels E_j′ of H and subtract the sum over the levels E_j of H₀. Both have L levels, so the ones cancel:

ΔN_η(E) = −(1/π) [ Σ arg(z − E_j′) − Σ arg(z − E_j) ] = −(1/π) Im ln D(z),
D(z) = det(z − H)/det(z − H₀).

The logarithm is the one that vanishes as E → −∞, where every argument tends to π and the two sums cancel. ΔN(E) is defined by letting L → ∞ first and η → 0 afterwards.

The determinant ratio is simple because V acts on one site. With g = (z − H₀)⁻¹,

z − H = (z − H₀)(1 − V g|0⟩⟨0|).

The matrix in the last bracket differs from the unit matrix only in the column of site 0. Expanding its determinant along the other columns leaves the diagonal element of that column, so

D(z) = 1 − V⟨0|g|0⟩.

On the ring, ⟨0|g|0⟩ is the infinite-chain function summed over all windings, G₀ + 2G_L + 2G_2L + …. For η > 0 the functions G_m decay exponentially with m, as shown below, so the limit L → ∞ replaces ⟨0|g|0⟩ by G(z). This gives Lloyd's formula for a site impurity:

ΔN(E) = −(1/π) Im ln[1 − V G(E + i0)].

The same result follows from the density of states. Let g′ = (z − H)⁻¹. From g′ = g + gV|0⟩⟨0|g′, projection on site 0 gives ⟨0|g′ = ⟨0|g/(1 − VG), and hence

g′ = g + g|0⟩ T ⟨0|g, T = V/(1 − VG).

The trace of the change is T⟨0|g²|0⟩. Since dg/dz = −g²,

Tr(g′ − g) = −V G′(z)/(1 − VG) = d/dz ln(1 − VG).

The change in the density of states is −1/π times the imaginary part of this trace, which is the energy derivative of ΔN. The integrated formula contains more than the derivative inside the band, because it also fixes the steps at bound states and band edges.

The branch of the logarithm still has to be settled. Expanding G in eigenstates |j⟩ of H₀ gives

Im G(z) = −η Σ_j |⟨0|j⟩|²/|z − E_j|² < 0.

Thus Im(1 − VG) has the sign of V throughout the upper half plane, and 1 − VG never crosses the negative real axis. The principal logarithm is therefore continuous along the line Im z = η. It vanishes at E → −∞, where G → 0, so it is the required branch. Its imaginary part lies between 0 and π for V > 0 and between −π and 0 for V < 0. A repulsive site can thus lower the count by at most one, and an attractive site can raise it by at most one. For impurities on several sites D is no longer one minus a single diagonal element; this argument then does not apply, and the logarithm must be followed continuously.

The Green function is an integral over the Brillouin zone. For m ≥ 0,

G_m(z) = ∫ (dk/2π) e^{ikm}/(z + 2t cos k), −π < k < π.

Put w = e^{ik}, so that dk = dw/(iw) and 2 cos k = w + 1/w. The integral runs once around the unit circle:

G_m(z) = (1/2πi) ∮ dw wᵐ/(t w² + z w + t).

The roots of the denominator are

λ = (−z + R)/(2t), λ′ = (−z − R)/(2t), R = √(z − 2t) √(z + 2t).

Their product is 1, and neither lies on the circle, since a root e^{ik} would mean z = −2t cos k, which is real. With principal square roots R approaches z at large |z|, so λ ≈ −t/z is the inner root there, and by continuity it remains so in the whole upper half plane. The denominator is t(w − λ)(w − λ′), and t(λ − λ′) = R. The residue at λ gives

G_m(z) = λᵐ/R, |λ| < 1,

which is the exponential decay used above. As η → 0 the function R takes three forms:

below the band: R = −√(E² − 4t²),
in the band: R = i s, s = √(4t² − E²) = 2t sin k, 0 < k < π,
above the band: R = +√(E² − 4t²).

In the band λ = e^{ik}, an outgoing wave, and G = −i/s. Then 1 − VG = 1 + iV/s, and

ΔN(E) = −(1/π) arctan(V/s), |E| < 2t.

For weak V at fixed E inside the band this becomes −V/(πs). The clean density of states per site is −(1/π) Im G = 1/(πs), so the count changes by −V times the local density, which is first-order perturbation theory. For |V| → ∞ the count tends to 1/2 in magnitude at every energy in the band.

The Friedel sum rule connects this with scattering. Odd waves sin kn vanish at site 0 and are not affected by V. An even wave has the form cos(k|n| + δ), which satisfies the Schrödinger equation at every n ≠ 0. At n = 0 it requires

−2t cos(k + δ) + V cos δ = −2t cos k cos δ.

Expanding cos(k + δ) cancels the terms in cos k cos δ and leaves 2t sin k sin δ = −V cos δ, or

tan δ = −V/s, −π/2 < δ < π/2.

Comparison with Lloyd's formula gives, inside the band,

ΔN(E) = δ(E)/π.

In terms of the transmitted amplitude τ and the reflected amplitude r, two equal incoming waves leave with amplitude τ + r = e^{2iδ}, and two opposite ones with τ − r = 1. Hence det S = τ² − r² = e^{2iδ}, and ΔN = arg(det S)/(2π) with the argument between −π and π.

A ring of even length L shows why a phase counts states. The even wave must also satisfy the equation at the opposite site L/2, whose two neighbours have equal amplitudes. With X = kL/2 + δ this reads cos(X − k) = cos k cos X, hence sin X sin k = 0, and

kL/2 + δ(k) = jπ, j integer.

Neighbouring even levels are about 2π/L apart in k, and V moves each one by −2δ/L, which is −δ/π spacings. If the levels move down by this fraction of a spacing, a fixed energy has on average δ/π more of them below it.

Outside the band 1 − VG is real up to the infinitesimal part, and its zero is a bound state. For V < 0 the zero lies below the band, where G = −1/√(E² − 4t²). Setting VG = 1 gives √(E² − 4t²) = |V|. For V > 0 the same condition arises above the band. Together,

E_b = sgn(V) √(4t² + V²).

For V < 0 the function 1 − VG is positive below E_b and negative between E_b and the band edge. Its imaginary part approaches zero from below, so its argument jumps from 0 to −π and ΔN rises from 0 to 1. For V > 0 the argument is +π between the upper edge and E_b, so ΔN = −1 there, and it returns to zero above E_b.

The weight of the bound state on site 0 is the residue of the full Green function, G/(1 − VG) = 1/(R − V). Since dR/dE = E/R and R = V at the pole, the weight is V/E_b = |V|/|E_b|. The amplitude changes from site to site by the factor λ(E_b), of magnitude

q = (|E_b| − |V|)/(2t).

For V > 0 this factor is negative and the bound wave alternates in sign.

Levinson counting adds up all the changes. At both band edges s → 0, so δ tends to +π/2 for attractive V and to −π/2 for repulsive V. The regular change of the continuum over the whole band is therefore

[δ(2t) − δ(−2t)]/π = 0.

This does not compensate the bound state. The remainder sits at the edges. For V < 0 the count is 1 just below the band and 1/2 just inside it, then 1/2 just below the upper edge and 0 above. For V > 0 it goes from 0 to −1/2 at the lower edge and from −1/2 to −1 at the upper edge. Either way each edge contributes −1/2:

1 (bound state) − 1/2 − 1/2 (edges) + 0 (regular continuum) = 0,

as it must, because V does not change the number of orbitals.

The half states can be seen on the ring. In units of the level spacing, the clean even levels near the lower edge lie at 0, 1, 2, …, the first being the uniform state k = 0. The averaged number of levels below position x on this ladder is x + 1/2. With V ≠ 0 and L large, the levels lie at 1/2, 3/2, …, whose averaged count is x. The band has lost half a state at this edge; the alternating state k = π plays the same part at the upper edge.

For finite L the position of the first level follows from expanding δ. For V < 0 and small k, δ ≈ π/2 − 2tk/|V|, and the condition with j = 1 gives k(L/2 − 2t/|V|) = π/2. Treating the other edge and the other sign in the same way gives the offsets

kL/(2π) ≈ 0.5/[1 + 4t/(VL)] at the lower edge,
(π − k)L/(2π) ≈ 0.5/[1 − 4t/(VL)] at the upper edge,

valid for |V|L ≫ 4t. The limits V → 0 and E → ±2t do not commute. For weak V the phase reaches ±π/2 only where s is much smaller than |V|, that is, at a distance from the edge well below V²/(4t). The binding energy measured from the edge is also about V²/(4t). However small V is, the infinite chain has one bound state and two half steps. They have a common origin, the divergence of G at the edges. In a lattice where G stays finite at an edge, a sufficiently weak V gives neither a step nor a bound state there.

The Friedel sum can also be found site by site, with the Fermi energy E_F in the band and k_F its wave number. An even ring state has squared norm L/2 to leading order, and there are L/(2π) such states per unit k, so the even waves contribute (1/π)cos²(km + δ) dk to site m. The change in occupation at distance m from the impurity is

Δn_m = B_m + ∫₀^{k_F} (dk/π) [cos²(km + δ) − cos²(km)],

where B_m = (|V|/|E_b|) q^{2m} for V < 0, and B_m = 0 for V > 0 because the bound state is then empty. To sum over the sites from −M to M, write each squared cosine with the double angle and use

2 sin k cos(2km + 2δ) = sin[(2m+1)k + 2δ] − sin[(2m−1)k + 2δ],

which makes the sum telescope. With K = 2M + 1, the integrand of the summed continuum part becomes

(1/2π) { −cot k sin 2δ + [sin(Kk + 2δ) − sin Kk]/sin k }.

Differentiating tan δ = −V/(2t sin k) gives dδ/dk = −(1/2) sin 2δ cot k. The first term is thus (1/π) dδ/dk, and it integrates to [δ(k_F) − δ(0)]/π. The second term is split as

[sin(Kk + 2δ) − sin Kk]/sin k = −2 sin²δ sin(Kk)/sin k + cos(Kk) sin 2δ/sin k.

The last piece has a bounded prefactor, since sin 2δ vanishes at k = 0, and its integral tends to zero for large K. In the other piece sin(Kk)/sin k acts on the interval from 0 as π/2 times the value at k = 0, where sin²δ = 1. With the prefactor 1/(2π) it contributes −1/2, the half state of the lower edge. For V < 0 the total is

1 + [δ(k_F)/π − 1/2] − 1/2 = δ(k_F)/π.

For V > 0 the bound term is absent and δ(0) = −π/2, so the sum is 0 + δ(k_F)/π + 1/2 − 1/2, the same result.

The charge is not confined to the neighbourhood of the impurity. The bracket in Δn_m equals −sin δ sin(2km + δ). Integration by parts at large m gives

Δn_m ≈ sin δ_F cos(2k_F m + δ_F)/(2πm), δ_F = δ(k_F),

with corrections of order 1/m². The end point k = 0 gives no term of order 1/m because cos δ vanishes there. The oscillating tail makes the window sum approach its limit as 1/M.

For a numerical case take the round parameters t = 1 eV, V = −1.5 eV and E_F = −1 eV. Then cos k_F = 1/2, k_F = 1.047, and

s = √(4 − 1) = 1.732 eV, G = −0.577i eV⁻¹,
1 − VG = 1 − 0.866i, δ_F = arctan(0.866) = 0.714,
ΔN(E_F) = 0.714/π = 0.227.

Both spins together give 0.454 displaced electrons. As the numerical output shows, the count within the band is smallest in magnitude at the centre, 0.205, where s is largest, and rises to 0.374 at ±1.9 eV. Reversing V reverses the sign throughout the band. Outside it, the count is +1 at −2.2 eV for attraction and −1 at +2.2 eV for repulsion, each energy lying between a band edge and the bound state. The minus signs on some printed zeros belong to remainders below the rounding.

The bound state lies at −√(4 + 2.25) = −2.5 eV, with weight 1.5/2.5 = 0.6 on the impurity and q = (2.5 − 1.5)/2 = 0.5. Up to E_F the Levinson terms are

1 − 0.5 − 0.273 = 0.227,

in agreement with the phase shift. The continuum below E_F has thus lost 0.773 states, edge included, although the impurity attracts electrons.

Diagonalized rings of 1000 sites test the formula without using it. With η = 0.05 eV the smoothed ring count at E_F is 0.22934, and Lloyd's formula at the same complex energy gives the same value. The difference from 0.22719 is the effect of the smoothing, common to both. Over four impurity strengths and nine energies the two counts differ by less than 5 × 10⁻¹² states. In each ring 999 levels remain in the band and one lies outside. For V = −1.5 eV the end levels are 0.5013 and 0.4987 spacings from the lower and upper edges. For V = −0.2 eV, where 4t/(|V|L) = 0.02, they are at 0.5/0.98 = 0.5102 and 0.5/1.02 = 0.4902.

In real space the impurity site gains 0.364 electrons per spin and each neighbour loses 0.084. The site sums for M = 10, 100 and 400 are 0.2200, 0.2264 and 0.2270, against the limit 0.2272. From M = 100 to 400 the shortfall falls from 0.00078 to 0.00020, a factor of four, as 1/M requires. The comparison is clean because the tail has a period of three sites at this k_F, and 100 and 400 leave the same remainder on division by three.

If the impurity is to displace Z electrons, both spins included, the sum rule demands 2δ_F/π = Z, hence

V = −s tan(πZ/2), |Z| < 1.

For Z = 0.5 the tangent is 1 and V = −1.732 eV; the window M = 400 then holds 0.4995 electrons. As Z approaches 1 the required V diverges. With E_F inside the band, a potential confined to one site of this chain cannot displace a full electron, and screening a larger charge needs a potential that extends over more sites. The sum rule fixes V once the charge is prescribed; whether a real charge distribution produces that potential is a question of electron interaction, which this model leaves out.

Values computed for the example and the checks

```
hopping t = 1.00 eV; Fermi energy E_F = -1.00 eV
Fermi wave number k_F = 1.047198 rad per site
s at E_F = 1.732051 eV
Im G(E_F+i0) = -0.577350 1/eV
impurity strengths V = -1.50 and 1.50 eV
dN(E) per spin from Lloyd's formula, V negative | V positive:
  E = -3.00 eV:  0.00000 | -0.00000
  E = -2.20 eV:  1.00000 | -0.00000
  E = -1.90 eV:  0.37442 | -0.37442
  E = -1.00 eV:  0.22719 | -0.22719
  E =  0.00 eV:  0.20483 | -0.20483
  E =  1.00 eV:  0.22719 | -0.22719
  E =  1.90 eV:  0.37442 | -0.37442
  E =  2.20 eV:  0.00000 | -1.00000
  E =  3.00 eV:  0.00000 | -0.00000
phase shift at E_F, V = -1.50 eV: 0.713724 rad
dN(E_F) per spin, V = -1.50 eV: 0.227186
displaced electrons, both spins: 0.454371
ring length L = 1000 sites; smoothing eta = 0.05 eV
smoothed dN(E_F): ring 0.22934221, Lloyd 0.22934221
largest count difference, all cases: 4.2e-12
largest phase difference, all cases: 1.2e-10 rad
ring, V = -1.50 eV: 999 levels in band, one at -2.500000 eV
  end levels off lower, upper edge: 0.5013, 0.4987 spacings
ring, V = 1.50 eV: 999 levels in band, one at 2.500000 eV
  end levels off lower, upper edge: 0.4987, 0.5013 spacings
ring, V = -0.20 eV: 999 levels in band, one at -2.009975 eV
  end levels off lower, upper edge: 0.5102, 0.4902 spacings
ring, V = 0.20 eV: 999 levels in band, one at 2.009975 eV
  end levels off lower, upper edge: 0.4902, 0.5102 spacings
bound state, V = -1.50 eV: site-0 weight 0.6000, decay 0.5000 per site
Levinson terms, V = -1.50 eV (states per spin):
  bound state 1.000
  lower edge -0.500, upper edge -0.500
  continuum up to E_F -0.273
  continuum, whole band 0.000 (magnitude)
  sum of all terms 0.000 (magnitude)
site occupation changes per spin, V = -1.50 eV:
  site 0: 0.363689
  site 1: -0.083742
  site 2: 0.004027
  site 3: 0.028496
  sum over |m| <= 10: 0.220022
  sum over |m| <= 100: 0.226405
  sum over |m| <= 400: 0.226989
V that displaces Z = 0.50 electrons: -1.732051 eV
  electrons found in |m| <= 400, both spins: 0.499541
```
